# Nernst, Ettingshausen and Righi-Leduc Coefficients and the Bridgman Relation: test program

```python
"""
Thermomagnetic coefficients, Bridgman relation and adiabatic conversions.

Result under test, for an in-plane isotropic conductor with B along z:
    kappa P = T N,   N_a = N + S L,   S_a = S - N L B^2,
    kappa_a = kappa (1 + L^2 B^2),   kappa_a P_a = T N_a,
    rho_a = rho - N P B^2,   R_a = R + S P.
E = electrochemical field, j = charge current, g = grad T, q = heat current.
N = E_y/(B g_x) at j=0, g_y=0 (Nernst); L = g_y/(B g_x) at j=0, q_y=0
(Righi-Leduc); P = g_y/(B j_x) at j_y=q_y=g_x=0 (Ettingshausen).
S = thermopower, kappa = heat conductivity at j=0, rho = resistivity,
R = E_y/(B j_x) = Hall coefficient. Suffix a: q_y=0 instead of g_y=0;
P_a is the Ettingshausen coefficient with q_x=q_y=0.
Gaussian units; the carriers have charge -e.
An isotropic in-plane tensor X is stored as the complex number X_xx + i X_yx.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import gamma, expit

c = const.c * 100.0
e = const.e * const.c * 10.0
hbar = const.hbar * 1e7
kB = const.k * 1e7
m = 0.1 * const.m_e * 1e3
STATVOLT = const.c * 1e-6            # volts per statvolt

INDEX = {name: i for i, name in enumerate(
    ["Ex", "Ey", "jx", "jy", "gx", "gy", "qx", "qy"])}


def close(a, b, tol=1e-8):
    return abs(a - b) <= tol * max(abs(a), abs(b))


def measure(response, conditions, scale=np.ones(8)):
    """Solve (j,q) = response (E,-g) together with four imposed conditions."""
    A = np.zeros((8, 8))
    rhs = np.zeros(8)
    A[0:2, 2:4] = np.eye(2)
    A[2:4, 6:8] = np.eye(2)
    A[0:4, 0:2] = -response[:, 0:2]
    A[0:4, 4:6] = response[:, 2:4]
    for row, (name, value) in enumerate(conditions.items()):
        A[4 + row, INDEX[name]] = 1.0
        rhs[4 + row] = value
    A = A * scale[None, :]
    size = np.abs(A).max(axis=1)
    x = np.linalg.solve(A / size[:, None], rhs / size) * scale
    return {name: x[i] for name, i in INDEX.items()}


# --- Low-symmetry lattice: Onsager symmetry and general Bridgman relation ---
n_side = 31
k = 2 * np.pi * np.arange(n_side) / n_side
kx, ky = [a.ravel() for a in np.meshgrid(k, k, indexing="ij")]
T_lat, mu_lat, field_lat = 1.0, -0.5, 0.2      # units with e = kB = hbar = 1
energy = -2*np.cos(kx) - 1.2*np.cos(ky) - 0.8*np.cos(kx + ky)
vx = 2*np.sin(kx) + 0.8*np.sin(kx + ky)
vy = 1.2*np.sin(ky) + 0.8*np.sin(kx + ky)
weight = 1 / (4*T_lat*np.cosh((energy - mu_lat)/(2*T_lat))**2)
difference = np.subtract.outer(np.arange(n_side), np.arange(n_side))
safe = np.where(difference == 0, 1, difference)
D = np.where(difference == 0, 0.0,
             (-1.0)**np.abs(difference) / (2*np.sin(np.pi*safe/n_side)))
Dx, Dy = np.kron(D, np.eye(n_side)), np.kron(np.eye(n_side), D)
rate = 1.5 + 0.4*np.cos(kx) + 0.3*np.cos(kx - ky)
W = (2/weight.sum()) * np.outer(weight, weight) * (
    1 + 0.5*np.cos(np.subtract.outer(kx, kx))
    + 0.3*np.cos(np.subtract.outer(ky, ky)))
collision = np.diag(weight*rate + W.sum(axis=1)) - W
drives = np.array([-vx, -vy, (energy-mu_lat)*vx, (energy-mu_lat)*vy]).T


def lattice_response(b):
    lorentz = b*weight[:, None]*(-vy[:, None]*Dx + vx[:, None]*Dy)
    g = np.linalg.solve(collision + lorentz, weight[:, None]*drives)
    return (weight[:, None]*drives).T @ g / n_side**2


L_plus, L_minus = lattice_response(field_lat), lattice_response(-field_lat)
largest = np.abs(L_plus).max()
onsager_error = np.abs(L_plus - L_minus.T).max() / largest
asymmetry = np.abs(L_plus - L_plus.T).max() / largest
assert onsager_error < 1e-3
assert asymmetry > 20*onsager_error
to_gradient = np.diag([1, 1, 1/T_lat, 1/T_lat])
R_plus, R_minus = L_plus @ to_gradient, L_minus @ to_gradient
ett = measure(R_plus, {"jx": 1, "jy": 0, "gx": 0, "qy": 0})
heat = measure(R_plus, {"jx": 0, "jy": 0, "gx": 0, "gy": 1})
reversed_nernst = measure(R_minus, {"jx": 0, "jy": 0, "gx": 0, "gy": 1})
same_field = measure(R_plus, {"jx": 0, "jy": 0, "gx": 1, "gy": 0})
bridgman_left = -heat["qy"] * ett["gy"]
bridgman_right = T_lat * reversed_nernst["Ex"]
naive_right = T_lat * same_field["Ey"]
bridgman_error = abs(bridgman_left - bridgman_right)
assert bridgman_error < 1e-2*abs(bridgman_right)
assert abs(bridgman_left - naive_right) > 10*bridgman_error

# --- Parabolic band with tau = tau0 (energy/kBT)^r ---
nodes, node_weights = np.polynomial.legendre.leggauss(400)
y = 4*(nodes + 1)                    # energy/kBT = y^2
x = y**2
dx = 4*node_weights*2*y


def density(T, zeta):
    prefactor = (2*m*kB*T)**1.5 / (2*np.pi**2*hbar**3)
    return prefactor*np.sum(dx*np.sqrt(x)*expit(zeta - x))


def band(B, T, zeta, tau0, r, kappa_lattice):
    """Return complex sigma, alpha, beta and kbar."""
    tau = tau0*x**r
    local = tau/(1 - 1j*e*B*tau/(m*c))
    minus_df = expit(zeta - x)*expit(x - zeta)
    prefactor = (2/(3*m))*(2*m*kB*T)**1.5/(2*np.pi**2*hbar**3)
    K = [prefactor*(kB*T)**n*np.sum(dx*x**1.5*minus_df*(x-zeta)**n*local)
         for n in range(3)]
    return e**2*K[0], -e*K[1]/T, -e*K[1], K[2]/T + kappa_lattice


def invert(tensors):
    """Return complex rho, S and zero-current kappa."""
    sigma, alpha, beta, kbar = tensors
    return 1/sigma, alpha/sigma, kbar - beta*alpha/sigma


def real_tensor(z):
    return np.array([[z.real, -z.imag], [z.imag, z.real]])


T, zeta, tau0, r, kappa_lattice, B = 100.0, 2.0, 1e-12, -0.5, 5e4, 5e3
omega_tau = e*B*tau0/(m*c)

# Response at one energy from the reversed Newtonian cyclotron orbit.


def orbit(s, state):
    v = state[:3]
    dv = (e*tau0/(m*c))*np.cross(v, [0, 0, B])
    return np.r_[dv, np.exp(-s)*v[0]]


G = [solve_ivp(orbit, (0, 40), start, rtol=1e-9, atol=1e-11).y[3, -1]
     for start in ([1, 0, 0, 0], [0, 1, 0, 0])]
assert abs(G[0] + 1j*G[1] - 1/(1 - 1j*omega_tau)) < 1e-6

# Normalization, constant-tau cancellation and Righi-Leduc angle.
n = density(T, zeta)
constant = band(B, T, zeta, tau0, 0.0, 0.0)
rho_c, S_c, kappa_c = invert(constant)
assert close(rho_c.real, m/(n*e**2*tau0), 1e-7)
assert close(rho_c.imag/B, -1/(n*e*c), 1e-7)
assert abs(S_c.imag) < 1e-10*abs(S_c.real)
assert close(-kappa_c.imag/kappa_c.real, -omega_tau)

# Weak-field, nondegenerate Nernst coefficient for two scattering laws.
for exponent in (-0.5, 1.5):
    _, S_weak, _ = invert(band(1.0, T, -12.0, tau0, exponent, 0.0))
    ratio = tau0*gamma(2.5 + 2*exponent)/gamma(2.5 + exponent)
    expected = -(kB/e)*exponent*(e/(m*c))*ratio
    assert close(S_weak.imag, expected, 2e-3)

# Positive entropy production bounds the transverse thermopower.
bound_values = []
for exponent in (-0.5, 0.5, 1.5):
    for level in (-3.0, 0.0, 3.0, 6.0):
        for B_test in (1e2, 1e3, 1e4, 1e5):
            rr, ss, kk = invert(band(B_test, T, level, tau0, exponent, 0.0))
            bound_values.append(T*ss.imag**2/(rr.real*kk.real))
assert max(bound_values) < 1

# --- Worked example: impose each experimental condition directly ---
tensors = band(B, T, zeta, tau0, r, kappa_lattice)
sigma, alpha, beta, kbar = tensors
response = np.block([[real_tensor(sigma), real_tensor(alpha)],
                     [real_tensor(beta), real_tensor(kbar)]])
scale = np.repeat([kB/e, abs(sigma)*kB/e, 1.0, abs(kbar)], 2)
th_i = measure(response, {"jx": 0, "jy": 0, "gx": 1, "gy": 0}, scale)
th_a = measure(response, {"jx": 0, "jy": 0, "gx": 1, "qy": 0}, scale)
el_i = measure(response, {"jx": 1, "jy": 0, "gx": 0, "gy": 0}, scale)
el_a = measure(response, {"jx": 1, "jy": 0, "gx": 0, "qy": 0}, scale)
closed = measure(response, {"jx": 1, "jy": 0, "qx": 0, "qy": 0}, scale)
S, N, kappa = th_i["Ex"], th_i["Ey"]/B, -th_i["qx"]
S_a, N_a, kappa_a = th_a["Ex"], th_a["Ey"]/B, -th_a["qx"]
L = th_a["gy"]/B
rho, R = el_i["Ex"], el_i["Ey"]/B
rho_a, R_a, P = el_a["Ex"], el_a["Ey"]/B, el_a["gy"]/B
P_a = closed["gy"]/B

rho_z, S_z, kappa_z = invert(tensors)
assert close(N*B, S_z.imag) and close(S, S_z.real)
assert close(L*B, -kappa_z.imag/kappa_z.real)
assert close(kappa*P, T*N)
assert close(kappa_a*P_a, T*N_a)
assert not close(kappa_a*P, T*N_a, 1e-3)
assert close(N_a, N + S*L)
assert close(S_a, S - N*L*B**2)
assert close(kappa_a, kappa*(1 + (L*B)**2))
assert close(rho - rho_a, N*P*B**2, 1e-6)
assert close(R_a - R, S*P, 1e-6)
assert close(N, (N_a - S_a*L)/(1 + (L*B)**2))
assert close(S, (S_a + N_a*L*B**2)/(1 + (L*B)**2))
N_SI, P_SI = N*STATVOLT*1e4, P*const.c*1e3
assert close(kappa*1e-5*P_SI, T*N_SI)


def show(label, value, unit=""):
    print(f"{label}: {value:.6g} {unit}".rstrip())


show("Lattice test, Onsager relative error", onsager_error)
show("Lattice test, asymmetry at fixed field", asymmetry)
show("Lattice test, kappa_yy times g_y/j_x", bridgman_left, "model units")
show("Lattice test, T S_xy at reversed field", bridgman_right, "model units")
show("Lattice test, T S_yx at same field", naive_right, "model units")
show("Largest T(NB)^2/(rho kappa) in scan", max(bound_values))
show("Temperature", T, "K")
show("Band mass / electron mass", m/(const.m_e*1e3))
show("Chemical potential / kBT", zeta)
show("tau at energy kBT", tau0, "s")
show("Scattering exponent r", r)
show("Lattice heat conductivity", kappa_lattice, "erg/(s cm K)")
show("Magnetic field B", B, "G")
show("omega_c tau0", omega_tau)
show("Carrier density", n, "cm^-3")
show("sigma_xx", sigma.real, "s^-1")
show("sigma_yx", sigma.imag, "s^-1")
show("alpha_xx", alpha.real, "statC/(s cm K)")
show("alpha_yx", alpha.imag, "statC/(s cm K)")
show("kbar_xx", kbar.real, "erg/(s cm K)")
show("kbar_yx", kbar.imag, "erg/(s cm K)")
show("Isothermal S", S, "statV/K")
show("Adiabatic S_a", S_a, "statV/K")
show("Isothermal N", N, "statV/(K G)")
show("Adiabatic N_a", N_a, "statV/(K G)")
show("Righi-Leduc L", L, "G^-1")
show("Righi-Leduc LB", L*B)
show("Isothermal kappa", kappa, "erg/(s cm K)")
show("Adiabatic kappa_a", kappa_a, "erg/(s cm K)")
show("Ettingshausen P", P, "K cm s/(G statC)")
show("Fully insulated P_a", P_a, "K cm s/(G statC)")
show("kappa P", kappa*P, "statV/G")
show("T N", T*N, "statV/G")
show("kappa_a P_a", kappa_a*P_a, "statV/G")
show("T N_a", T*N_a, "statV/G")
show("Isothermal rho", rho, "s")
show("Adiabatic rho_a", rho_a, "s")
show("Isothermal Hall R", R, "statV cm s/(G statC)")
show("Adiabatic Hall R_a", R_a, "statV cm s/(G statC)")
show("T(NB)^2/(rho kappa)", T*(N*B)**2/(rho*kappa))
show("Converted S", S*STATVOLT*1e6, "microV/K")
show("Converted S_a", S_a*STATVOLT*1e6, "microV/K")
show("Converted N", N_SI*1e6, "microV/(K T)")
show("Converted N_a", N_a*STATVOLT*1e10, "microV/(K T)")
show("Converted P", P_SI, "K m/(A T)")
show("Converted L", L*1e4, "T^-1")
for B_row in (1e3, 5e3, 2e4):
    _, S_row, k_row = invert(band(B_row, T, zeta, tau0, r, kappa_lattice))
    angle = -k_row.imag/k_row.real
    NB_row = S_row.imag*STATVOLT*1e6
    NaB_row = (S_row*(1 + 1j*angle)).imag*STATVOLT*1e6
    print(f"B={B_row:.0f} G: NB={NB_row:.4f}, N_aB={NaB_row:.4f} microV/K; "
          f"LB={angle:.5f}")
print("all good")
```

Output:

```
Lattice test, Onsager relative error: 3.03873e-12
Lattice test, asymmetry at fixed field: 0.0670695
Lattice test, kappa_yy times g_y/j_x: 0.0531214 model units
Lattice test, T S_xy at reversed field: 0.0531214 model units
Lattice test, T S_yx at same field: 0.266841 model units
Largest T(NB)^2/(rho kappa) in scan: 0.637942
Temperature: 100 K
Band mass / electron mass: 0.1
Chemical potential / kBT: 2
tau at energy kBT: 1e-12 s
Scattering exponent r: -0.5
Lattice heat conductivity: 50000 erg/(s cm K)
Magnetic field B: 5000 G
omega_c tau0: 0.87941
Carrier density: 4.31233e+17 cm^-3
sigma_xx: 4.81477e+14 s^-1
sigma_yx: 2.47733e+14 s^-1
alpha_xx: -2.03936e+08 statC/(s cm K)
alpha_yx: -7.85874e+07 statC/(s cm K)
kbar_xx: 68557.8 erg/(s cm K)
kbar_yx: 7129.48 erg/(s cm K)
Isothermal S: -4.01304e-07 statV/K
Adiabatic S_a: -3.97804e-07 statV/K
Isothermal N: 8.652e-12 statV/(K G)
Adiabatic N_a: 1.51467e-11 statV/(K G)
Righi-Leduc L: -1.61841e-05 G^-1
Righi-Leduc LB: -0.0809204
Isothermal kappa: 60033.8 erg/(s cm K)
Adiabatic kappa_a: 60426.9 erg/(s cm K)
Ettingshausen P: 1.44119e-14 K cm s/(G statC)
Fully insulated P_a: 2.50662e-14 K cm s/(G statC)
kappa P: 8.652e-10 statV/G
T N: 8.652e-10 statV/G
kappa_a P_a: 1.51467e-09 statV/G
T N_a: 1.51467e-09 statV/G
Isothermal rho: 1.64219e-15 s
Adiabatic rho_a: 1.63907e-15 s
Isothermal Hall R: -1.6899e-19 statV cm s/(G statC)
Adiabatic Hall R_a: -1.74774e-19 statV cm s/(G statC)
T(NB)^2/(rho kappa): 0.00189825
Converted S: -120.308 microV/K
Converted S_a: -119.258 microV/K
Converted N: 25.938 microV/(K T)
Converted N_a: 45.4088 microV/(K T)
Converted P: 0.00432057 K m/(A T)
Converted L: -0.161841 T^-1
B=1000 G: NB=3.6962, N_aB=6.0838 microV/K; LB=-0.02114
B=5000 G: NB=12.9690, N_aB=22.7044 microV/K; LB=-0.08092
B=20000 G: NB=12.7263, N_aB=26.0694 microV/K; LB=-0.09645
all good
```
